# Cheap Gradients and Implicit Differentiation of Converged Coupled-Cluster Equations

## 1. A product of three numbers

Take \(E=x_1x_2x_3\), evaluated in two multiplications,

\[
v_1=x_1x_2,\qquad v_2=v_1x_3=E .
\]

Let a bar denote the derivative of \(E\) with respect to a quantity. Working backwards from \(\bar v_2=1\),

\[
\bar v_1=\bar v_2x_3,\quad \bar x_3=\bar v_2v_1,\qquad
\bar x_1=\bar v_1x_2,\quad \bar x_2=\bar v_1x_1 .
\]

These are the three derivatives \(x_2x_3\), \(x_1x_3\), \(x_1x_2\). The number \(\bar v_1\) was computed once and served two inputs. Such sharing keeps the cost of all the derivatives within a fixed multiple of the cost of the value, however many inputs there are.

In a general program a quantity may be used several times, so each contribution is added to an accumulator that starts at zero. Every multiplication then costs two multiplications and two additions on the way back. A product of \(n\) numbers needs \(n-1\) operations for its value and \(4(n-1)\) for its gradient, hence 5 times the cost of the value for both together. For \(n=200\) the counted ratio is 5.000.

## 2. Any fixed sequence of operations

Let the inputs be \(x_1,\dots,x_n\), and let a program compute

\[
v_i=\varphi_i(\text{inputs and earlier } v_j),\quad i=1,\dots,N,\qquad E=v_N .
\]

Each \(\varphi_i\) is \(+,-,\times\) or \(\div\). The sequence does not switch branches near the point considered, and no divisor vanishes.

To prove the backward rule, let \(E_i\) be the result of running only operations \(i+1,\dots,N\), with the inputs and \(v_1,\dots,v_i\) treated as independent. Then \(E_N=v_N\), whose only nonzero derivative is \(\bar v_N=1\). Restoring operation \(i\) means substituting \(v_i=\varphi_i\):

\[
E_{i-1}(\dots,v_{i-1})=E_i(\dots,v_{i-1},\varphi_i).
\]

For any earlier quantity \(u\), the chain rule gives

\[
\frac{\partial E_{i-1}}{\partial u}
=\frac{\partial E_i}{\partial u}
+\frac{\partial E_i}{\partial v_i}\frac{\partial\varphi_i}{\partial u}.
\]

So if the accumulators hold the derivatives of \(E_i\), the update \(\bar u\leftarrow\bar u+\bar v_i\,\partial\varphi_i/\partial u\) makes them hold those of \(E_{i-1}\). After \(N\) updates they hold the derivatives of \(E_0\), which is \(E\) as a function of the inputs alone. If both arguments of \(\varphi_i\) are the same quantity, their two contributions are added.

With unit cost per arithmetic operation, the backward work is:

- For \(v=a\pm b\): \(\bar a\leftarrow\bar a+\bar v\) and \(\bar b\leftarrow\bar b\pm\bar v\), 2 operations.
- For \(v=ab\): \(\bar a\leftarrow\bar a+\bar vb\) and \(\bar b\leftarrow\bar b+\bar va\), 4 operations.
- For \(v=a/b\): \(q=\bar v/b\), \(\bar a\leftarrow\bar a+q\) and \(\bar b\leftarrow\bar b-qv\), 4 operations. The last rule uses \(\partial v/\partial b=-a/b^2=-v/b\).

Including the forward operation, each step costs at most 5. Summing over steps,

\[
\boxed{\;\mathrm{cost}(E,\nabla E)\le 5\,\mathrm{cost}(E)\;}
\]

for any \(n\). Exponentials or square roots bring their own fixed constants. The bound concerns arithmetic; the sweep also needs the intermediate values, so its memory can grow with \(N\).

The opposite-spin second-order energy is a case with many inputs:

\[
E=\sum_{ijab}\frac{(ia|jb)^2}{\epsilon_i+\epsilon_j-\epsilon_a-\epsilon_b}.
\]

Each term needs one square, three additions or subtractions, one division and one addition to the sum. For \(M\) terms this is \(6M-1\) operations, since the first term needs no addition. The backward cost per term is \(4+3\cdot2+4+2=16\), or \(16M-2\) in total. The ratio is therefore

\[
\frac{22M-3}{6M-1}\;\to\;\frac{11}{3}.
\]

The counts give 3.674 with 20 inputs and 3.667 with 264. One-sided finite differences would need \(n+1\) energies. With a single input, however, two energies suffice, and reverse mode has no general advantage.

## 3. From scalars to tensor contractions

The coupled-cluster equations used below are built from tensor contractions. Consider \(C=AB\), summed over some shared indices, where every index occurs in at least two of the three tensors. Let \(L\) be the product of the extents of all distinct indices. The forward contraction takes \(L\) multiply-adds. Because \(C\) is linear in each factor,

\[
\bar A\leftarrow\bar A+\sum\bar C\,B,\qquad
\bar B\leftarrow\bar B+\sum\bar C\,A,
\]

where each sum runs over the indices absent from the tensor on the left. Both loops run over the same full index set, so each costs \(L\). The accumulation is the "add" of the multiply-add.

Linear combinations and multiplications by fixed factors cost the same backwards as forwards. If \(c\) is the fraction of forward work spent in contractions,

\[
\frac{\text{forward}+\text{reverse}}{\text{forward}}
=1+2c+(1-c)=2+c\le3 .
\]

A contraction scaling as \(o^2v^4\), with \(o\) occupied and \(v\) virtual spin orbitals, thus has adjoints scaling as \(o^2v^4\). For one coupled-cluster doubles update at \(o=4\), the ratio is 2.812, 2.899 and 2.957 for \(v=4,8,16\). It approaches 3 because contractions take a growing share of the work.

## 4. One amplitude determined by an equation

The energy in coupled-cluster theory depends on amplitudes found by iteration. The smallest analogue is a two-state Hamiltonian with coupling \(g\ne0\) and excitation energy \(D>0\):

\[
H=\begin{pmatrix}0&g\\ g&D\end{pmatrix},\qquad
\psi=\begin{pmatrix}1\\ t\end{pmatrix}.
\]

The first row of \(H\psi=E\psi\) gives \(E=gt\). The second gives \(g+Dt=Et=gt^2\), or

\[
R(t)=g+Dt-gt^2=0,\qquad
t=G(t)=-\frac gD(1-t^2).
\]

The lower root is \(t=(D-S)/(2g)\), with \(S=\sqrt{D^2+4g^2}\), so \(S=D-2gt\).

Differentiate the solved equation instead of the iteration. For \(x=g\) or \(D\),

\[
dt=G_t\,dt+G_x\,dx
\quad\Rightarrow\quad
(1-G_t)\,dt=G_x\,dx .
\]

Here \(G_t=2gt/D\), hence \(1-G_t=S/D\). Define \(\lambda\) by \((1-G_t)\lambda=E_t=g\), so \(\lambda=gD/S\). Then

\[
\frac{dE}{dx}=E_x+\lambda G_x .
\]

For \(D\), \(G_D=g(1-t^2)/D^2=-t/D\) by the fixed-point equation, and \(dE/dD=-gt/S\). For \(g\), \(G_g=-(1-t^2)/D\), and \(dE/dg=t-g(1-t^2)/S\).

To read these results, eliminate \(D=-g(1-t^2)/t\) from \(S=D-2gt\). This gives \(S=-g(1+t^2)/t\), and therefore

\[
\frac{dE}{dD}=\frac{t^2}{1+t^2},\qquad
\frac{dE}{dg}=t+\frac{t(1-t^2)}{1+t^2}=\frac{2t}{1+t^2}.
\]

The first is the probability of the excited state; the second is twice the product of the two normalized coefficients. Both are the expectation values of \(\partial H/\partial x\), as they must be for an eigenstate. At weak coupling \(t\simeq-g/D\), so \(E\simeq-g^2/D\) and \(dE/dg\simeq-2g/D\), as in second-order perturbation theory.

The derivative and the iteration have different ranges of validity. Since \(G_t=1-S/D\), the iteration is locally convergent when \(S<2D\), that is, \(4g^2<3D^2\). At stronger coupling this iteration fails, but the root and its derivative remain, and both equations can be solved another way.

## 5. Many amplitudes and no iteration history

For a vector \(t=G(t,x)\), assume that \(G\) and \(E\) are smooth and \(1-G_t\) is invertible at the solution. Then \(dt=(1-G_t)^{-1}G_x\,dx\). Inserting this into \(dE=E_x\,dx+E_t^{T}dt\) and moving the inverse onto \(E_t\) gives

\[
\boxed{\;
(1-G_t^{T})\lambda=E_t,\qquad
\frac{dE}{dx}=E_x+G_x^{T}\lambda .
\;}
\]

One \(\lambda\) serves all inputs. If \(1-G_t\) becomes singular, the solution need not continue smoothly and the formula fails.

**Comparison with the stored history.** Reverse mode through \(t_{k+1}=G(t_k,x)\), from a fixed \(t_0\), gives

\[
a_K=E_t(t_K),\qquad a_k=G_t(t_k)^Ta_{k+1},
\]
\[
\frac{dE(t_K)}{dx}=E_x(t_K)+\sum_{k=0}^{K-1}G_x(t_k)^Ta_{k+1}.
\]

In its plain form it stores the intermediates of all \(K\) updates. Storing only the \(t_k\) and recomputing each update on the way back saves memory at the price of extra work. To find its limit, let \(s_k=dt_k/dx\) and let \(s=(1-G_t)^{-1}G_x\) be the converged response. Subtracting \(s=G_ts+G_x\) from \(s_{k+1}=G_t(t_k)s_k+G_x(t_k)\),

\[
s_{k+1}-s=G_t(t_k)(s_k-s)
+[G_t(t_k)-G_t]s+[G_x(t_k)-G_x].
\]

If the iteration contracts by a factor \(q<1\) near the solution, the brackets are of order \(q^k\). Summing these sources gives \(s_k-s=O(kq^k)\), which vanishes. The history therefore contributes nothing to the converged gradient.

**Solving for the adjoint.** The iteration \(\lambda\leftarrow E_t+G_t^T\lambda\) repeatedly uses the intermediates of one update at the converged \(t\). Its errors are multiplied by \(G_t^T\), which has the same eigenvalues as \(G_t\). The forward and adjoint rates therefore agree asymptotically if both errors contain the same slowest mode.

**Total cost.** Let one update cost \(C\), with \(K\) forward and \(K'\) adjoint iterations. The gradient needs one recorded update, \(K'\) reverse sweeps and a final sweep for \(G_x^T\lambda\). Each sweep costs at most \(2C\), so

\[
\frac{\mathrm{cost}(E,\nabla E)}{\mathrm{cost}(E)}
\lesssim1+\frac{1+2(K'+1)}{K}.
\]

The sign allows for vector additions and the energy expression, which are of lower order. For \(K'\simeq K\gg1\) this upper estimate is near 3. A constant factor thus requires \(K'/K\) to remain bounded; the implicit formula alone does not ensure this.

## 6. Coupled-cluster doubles

In a spin-orbital basis with \(T=\frac14\sum t_{ij}^{ab}a_a^\dagger a_b^\dagger a_ja_i\), the doubles equations (CCD) are

\[
R_{ij}^{ab}=\langle\Phi_{ij}^{ab}|e^{-T}He^T|\Phi\rangle=0,\qquad
E=\tfrac14\sum_{ijab}\langle ij||ab\rangle t_{ij}^{ab}.
\]

Here \(E\) is the correlation energy for a Hartree–Fock determinant \(\Phi\). With repeated indices summed and \(P_{ij}u_{ij}=u_{ij}-u_{ji}\), the working form is

\[
\begin{aligned}
R_{ij}^{ab}={}&\langle ij||ab\rangle+P_{ab}Y_{bc}t_{ij}^{ac}-P_{ij}X_{kj}t_{ik}^{ab}
+\tfrac12W_{klij}t_{kl}^{ab}\\
&+\tfrac12\langle ab||cd\rangle t_{ij}^{cd}+P_{ij}P_{ab}Z_{kbcj}t_{ik}^{ac},
\end{aligned}
\]
\[
\begin{aligned}
X_{kj}&=f_{kj}+\tfrac12\langle kl||cd\rangle t_{jl}^{cd},&
Y_{bc}&=f_{bc}-\tfrac12\langle kl||cd\rangle t_{kl}^{bd},\\
W_{klij}&=\langle kl||ij\rangle+\tfrac12\langle kl||cd\rangle t_{ij}^{cd},&
Z_{kbcj}&=\langle kb||cj\rangle+\tfrac12\langle kl||cd\rangle t_{lj}^{db}.
\end{aligned}
\]

The differentiation argument does not depend on how this expansion is obtained. The expansion was tested against the defining matrix element, built from explicit Fock-space matrices at random amplitudes; the largest difference was \(7\times10^{-16}\) hartree.

The update is \(G=t+R/\Delta\), with \(\Delta_{ij}^{ab}=\epsilon_i+\epsilon_j-\epsilon_a-\epsilon_b\). Its denominator can be held fixed during differentiation, because

\[
\frac{\partial}{\partial x}\frac R\Delta
=\frac{R_x}{\Delta}-\frac{R\,\Delta_x}{\Delta^2}
\]

and \(R=0\) at convergence. Amplitudes and their adjoints are kept antisymmetric in \(ij\) and in \(ab\); the program projects \(t\) onto this space at the start of each update. The restriction is needed because \(R_t\) is singular on the unrestricted array: to first order, no change of \(t\) produces a residual symmetric in both index pairs. Within the antisymmetric space, \(1-G_t=-\Delta^{-1}R_t\). With \(\zeta=\lambda/\Delta\), the adjoint equation becomes \(R_t^T\zeta=-E_t\), and \(dE/dx=E_x+R_x^T\zeta\). The converged gradient thus depends on the equations, not on the update used to solve them.

## 7. A hydrogen chain

The example is a linear H\(_4\) chain with equal spacing \(1.8\,a_0\), restricted Hartree–Fock orbitals and the STO-3G basis, so \(o=v=4\). Energies are in hartree, \(E_h=me^4/\hbar^2\), and lengths in \(a_0=\hbar^2/(me^2)\), both written in Gaussian units. The CCD correlation energy is \(-0.061880\,E_h\). The total energy lies \(0.10\) millihartree above full configuration interaction in the same basis; the error of this small basis remains in both. That error is large: the CCD correlation energy is \(-0.0610\,E_h\) in 6-31G and \(-0.0838\,E_h\) in cc-pVDZ, and the gap to full configuration interaction grows to 1.25 millihartree in 6-31G. The STO-3G numbers test the differentiation; they are not converged properties of the chain.

**Cost.** One update takes 30,272 multiply-adds. Forty updates and the 256-term energy sum give

\[
40\times30{,}272+256=1{,}211{,}136 .
\]

The adjoint converges in 38 iterations. Energy and gradient together take 3,390,208 multiply-adds, a ratio of 2.80. The estimate of Section 5 gives \(1+(1+2\cdot39)/40=2.975\). The actual ratio is lower because linear combinations cost only as much in reverse as forwards, whereas the estimate allows twice as much for every operation. This work yields derivatives with respect to all 1056 stored Fock and integral elements, each treated as a separate entry of the working equations. A physical change alters symmetry-related entries together, and their contributions are summed.

Once the steps are smaller than \(10^{-5}\), each is on average 0.5185 times the one before, in both the forward and the adjoint iteration. The forward iteration starts from \(t=0\) and the adjoint from \(\frac14\langle ij||ab\rangle\), so both stay in the fully symmetric sector and can share the slowest mode within that sector. Modes of other symmetry, even slower ones, do not affect the observed rate. The adjoint also agrees with a dense linear solve to \(3\times10^{-13}\).

**Derivative with respect to the spacing \(r\).** The chain rule gives

\[
\frac{dE}{dr}=\sum_p\frac{dE}{dx_p}\frac{dx_p}{dr}.
\]

The factors \(dx_p/dr\) were taken by central differences of the integrals in reoptimized orbitals, and so include the orbital response. The result is \(-0.062597\,E_h/a_0\), or \(-3.219\) eV/Å. Differences of reconverged CCD energies give the same value to the digits shown. The correlation energy becomes more negative as the chain is stretched from this spacing. The sign persists in larger bases, but the size does not: the slope is \(-0.0261\,E_h/a_0\) in 6-31G and \(-0.0159\,E_h/a_0\) in cc-pVDZ. The derivative of the total energy also contains the Hartree–Fock part.

An analytic treatment applies the same argument once more. If orbital parameters \(c\) solve \(F(c,r)=0\) with \(F_c\) invertible, and \(\bar x=dE/dx\), one solves \(F_c^Tz=-x_c^T\bar x\). Then \(dE/dr=\bar x^Tx_r+z^TF_r\), where \(x_r\) is taken at fixed \(c\). One \(z\) serves all nuclear coordinates.

**Storage.** One update leaves 3392 intermediate numbers. The implicit method keeps these plus \(t\) and \(\lambda\),

\[
3392+2\times256=3904,
\]

whatever the number of iterations. The unrolled method, without recomputation, keeps \(40\times3392=135{,}680\), which is 34.75 times as many. Inputs and derivative accumulators are excluded from both counts. The largest difference between the two gradients, over all inputs, is \(2.1\times10^{-12}\).

## 8. Stopping before convergence

At an approximate \(\tilde t\), the implicit formula is a smooth function of \(\tilde t\) as long as \(1-G_t\) is invertible. Its error is therefore generally of first order in \(\tilde t-t\). Two stopping thresholds for the norm of the amplitude step, with the adjoint fully converged, give these errors in \(dE/dr\), in \(E_h/a_0\), relative to the converged value:

| Threshold | \(K\) | Amplitude error | Implicit | Unrolled |
|---|---:|---:|---:|---:|
| \(10^{-4}\) | 12 | \(1.05\times10^{-4}\) | \(5.5\times10^{-6}\) | \(7.2\times10^{-5}\) |
| \(10^{-8}\) | 26 | \(1.06\times10^{-8}\) | \(5.4\times10^{-10}\) | \(1.5\times10^{-8}\) |

The observed order of the implicit error is 1.004. The unrolled error is larger by a factor of about 13 at \(K=12\) and 27 at \(K=26\). This growth is consistent with the extra factor \(k\) in \(O(kq^k)\), though two points do not establish the law.

The unrolled result is the derivative of the unfinished energy \(E(t_K)\) at fixed \(K\) and fixed denominators \(\Delta\); before convergence \(R\ne0\), so holding \(\Delta\) fixed affects its value. If \(\Delta\) is differentiated as well, the unrolled errors become \(2.9\times10^{-5}\) and \(5.8\times10^{-9}\), about 5 and 11 times the implicit ones. The implicit result approximates the derivative of the converged energy. The two merge as the amplitudes converge, so the stopping threshold should be set by the accuracy required of the gradient. The numerical output lists the remaining counts and comparisons.

## Computed values

```
Scalar programs, cost in arithmetic operations
opposite-spin MP2, 2 occ + 2 virt: inputs 20, energy operations 95, (energy+gradient)/energy = 3.674
opposite-spin MP2, 3 occ + 3 virt: inputs 87, energy operations 485, (energy+gradient)/energy = 3.668
opposite-spin MP2, 4 occ + 4 virt: inputs 264, energy operations 1535, (energy+gradient)/energy = 3.667
chain of products: inputs 200, energy operations 199, (energy+gradient)/energy = 5.000
One CCD update, cost in multiply-adds
o=4, v=4: inputs 1056, forward 30272, (forward+reverse)/forward = 2.812
o=4, v=8: inputs 6480, forward 209568, (forward+reverse)/forward = 2.899
o=4, v=16: inputs 74256, forward 1950752, (forward+reverse)/forward = 2.957
Linear H4 chain, RHF orbitals, STO-3G, spin-orbital CCD
spacing = 1.80 bohr
RHF total energy = -2.11342892 hartree
CCD correlation energy = -0.06187977 hartree
CCD total energy = -2.17530868 hartree
full CI total energy, same basis = -2.17541114 hartree
CCD minus full CI = 0.1025 millihartree
largest CCD residual error against Fock space = 6.7e-16 hartree
number of inputs = 1056
convergence threshold on amplitude step norm = 1e-12
forward iterations K = 40, adjoint iterations K' = 38
mean error reduction per iteration: forward 0.5185, adjoint 0.5185
largest adjoint error against dense solve = 2.8e-13
energy cost = 1211136 multiply-adds
energy plus gradient cost = 3390208 multiply-adds
(energy+gradient)/energy = 2.799, derived bound = 2.975
dE_corr/dspacing, implicit = -0.06259711 hartree/bohr
dE_corr/dspacing, reconverged energies = -0.06259711 hartree/bohr
dE_corr/dspacing, implicit = -3.21887 eV/angstrom
Storage (numbers kept) and slope error (hartree/bohr) against stopping threshold
threshold 1e-04: K=12, kept unrolled 40704, kept implicit 3904
   amplitude error 1.05e-04, slope error implicit 5.54e-06, unrolled 7.15e-05
threshold 1e-08: K=26, kept unrolled 88192, kept implicit 3904
   amplitude error 1.06e-08, slope error implicit 5.43e-10, unrolled 1.47e-08
threshold 1e-12: K=40, kept unrolled 135680, kept implicit 3904
order of slope error in amplitude error = 1.004
largest unrolled-implicit difference, all inputs = 2.1e-12
storage ratio unrolled/implicit at tightest threshold = 34.75
```
